\section*{Where an s–p oxide chain has its valence maximum, and why, part 1}

(Sections cited here and not found follow in the second part.)

\section{First half: the chain of s and p orbitals}

\subsection{Two cells closed into a ring}

Take two cations and two oxygens, placed alternately on a closed ring. Each cation carries one s orbital of energy $E_s$. Each oxygen carries one p orbital of energy $E_p$, which points along the ring, with its positive lobe forward. Going round, the order is $s_0,p_0,s_1,p_1$ and back to $s_0$.

At a given distance from its nucleus an s orbital has the same sign in every direction, while a p orbital has opposite signs on its two sides. The cation behind an oxygen meets the negative lobe and the cation in front meets the positive lobe, so the two hopping elements have equal size and opposite sign:
\begin{align}
\langle s_0|H|p_0\rangle&=+t, & \langle s_1|H|p_0\rangle&=-t,\nonumber\\
\langle s_1|H|p_1\rangle&=+t, & \langle s_0|H|p_1\rangle&=-t .
\end{align}
Now form the in-phase and alternating combinations
\begin{equation}
s_\pm=\frac{s_0\pm s_1}{\sqrt2},\qquad p_\pm=\frac{p_0\pm p_1}{\sqrt2}.
\end{equation}
Their couplings follow by adding the four elements with the proper signs:
\begin{align}
\langle s_+|H|p_+\rangle&=\tfrac12\,(t-t-t+t)=0,\\
\langle s_-|H|p_-\rangle&=\tfrac12\,[\,t-(-t)-(-t)+t\,]=2t .
\end{align}
The mixed elements $\langle s_+|H|p_-\rangle$ and $\langle s_-|H|p_+\rangle$ vanish in the same way. In the in-phase pattern each oxygen receives two contributions that cancel. In the alternating pattern they add.

The in-phase levels therefore stay at $E_s$ and $E_p$. The alternating pair is a two-level problem with coupling $2t$, and its energies are
\begin{equation}
\frac{E_s+E_p}{2}\pm R,\qquad R=\sqrt{\frac{D^2}{4}+4t^2},\qquad D=|E_s-E_p| .
\label{eq:R}
\end{equation}

Let $t=2$ eV, $E_p=0$ and $D=4$ eV, so that $R=\sqrt{4+16}=4.472$ eV.

If s lies above p, at $+4$ eV, the levels are $-2.472$, $0$, $4$ and $6.472$ eV. An empty s shell leaves two electrons per cell, four in all. They fill the two lowest levels, and the highest filled one is the in-phase p level at $0$.

If s lies below p, at $-4$ eV, the levels are $-6.472$, $-4$, $0$ and $2.472$ eV. A filled s shell gives four electrons per cell, eight in all. Every level is filled, and the highest is the alternating one at $2.472$ eV.

In a long chain the in-phase pattern becomes the zone centre and the alternating pattern the zone boundary.

\subsection{The long chain and its conventions}

The chain has period $a$. Cation $n$ sits at $x=na$ and oxygen $n$ at $x=(n+\tfrac12)a$. The following assumptions hold throughout this half.
\begin{itemize}
\item Electrons are independent, and the orbitals are orthonormal.
\item Hopping joins nearest neighbours alone.
\item Each orbital holds two electrons, one per spin.
\item The oxygen p orbitals perpendicular to the chain (the pi orbitals) are full and are left aside. The orbital along the chain is called p-sigma.
\end{itemize}

The opposite signs of the two hoppings follow from symmetry. Reflect the chain in the plane through oxygen $n$ perpendicular to the axis. This exchanges $s_n$ with $s_{n+1}$ and turns $p_n$ into $-p_n$. Since $H$ is unchanged,
\begin{equation}
\langle s_{n+1}|H|p_n\rangle=-\langle s_n|H|p_n\rangle .
\end{equation}
We call the right-hand matrix element $\langle s_n|H|p_n\rangle=t$ and take $t>0$. A positive value goes with a negative overlap, as is usual for atomic orbitals. The energies will depend on $t^2$, so the sign of $t$ does not affect them. The relative minus sign decides at which $k$ each energy occurs: if the two hoppings had equal signs, the zone centre and the zone boundary would change places.

\subsection{Bloch sums}

For $N$ cells in a ring, define
\begin{equation}
|s_k\rangle=\frac1{\sqrt N}\sum_n e^{ikna}|s_n\rangle,\qquad
|p_k\rangle=\frac1{\sqrt N}\sum_n e^{ik(n+1/2)a}|p_n\rangle .
\end{equation}
Each phase is taken at the true position of the orbital. The cation $s_n$ has two oxygen neighbours. The oxygen $p_n$ lies $a/2$ to its right, with element $+t$. The oxygen $p_{n-1}$ lies $a/2$ to its left, with element $-t$, because $s_n$ is in front of it. Every cation contributes equally, and the $N$ terms cancel the factor $1/N$:
\begin{align}
V_k=\langle s_k|H|p_k\rangle
&=t\,e^{ika/2}-t\,e^{-ika/2}\nonumber\\
&=2it\sin\frac{ka}{2}.
\label{eq:V}
\end{align}
The coupling vanishes at $k=0$ and has its largest size, $2t$, at $k=\pi/a$. These are the two cases of the small ring.

\subsection{The two bands}

Write an eigenstate as $c_s|s_k\rangle+c_p|p_k\rangle$. Projecting the Schr\"odinger equation on the two Bloch sums gives
\begin{align}
(E-E_s)\,c_s&=V_k\,c_p,\label{eq:cs}\\
(E-E_p)\,c_p&=V_k^*\,c_s .\label{eq:cp}
\end{align}
A non-zero solution requires the determinant to vanish. With
\begin{equation}
u=\sin^2\frac{ka}{2},\qquad 0\le u\le1,
\end{equation}
and $|V_k|^2=4t^2u$, this condition is
\begin{equation}
(E-E_s)(E-E_p)=4t^2u .
\label{eq:sec}
\end{equation}
Expanding gives $E^2-(E_s+E_p)E+E_sE_p-4t^2u=0$. One quarter of its discriminant is
\begin{equation}
\frac{(E_s+E_p)^2}{4}-E_sE_p+4t^2u=\frac{(E_s-E_p)^2}{4}+4t^2u,
\end{equation}
so the bands are
\begin{equation}
E_\pm=\frac{E_s+E_p}{2}\pm\sqrt{\frac{D^2}{4}+4t^2u}.
\label{eq:bands}
\end{equation}
Their slopes in $u$ are
\begin{equation}
\frac{dE_\pm}{du}=\pm\frac{2t^2}{\sqrt{D^2/4+4t^2u}} .
\end{equation}
As $k$ goes from $0$ to $\pi/a$, $u$ rises steadily from $0$ to $1$. The lower band therefore has its maximum at the zone centre and the upper band has its maximum at the zone boundary. This holds for either order of the levels.

\subsection{Counting electrons}

Equation (\ref{eq:bands}) contains the two levels only through their mean energy and through $D$. Exchanging the two levels leaves both unchanged. The order alone thus cannot decide where the valence maximum lies. The number of filled bands decides it.

Each band holds two electrons per cell. An oxide ion has a full p shell, which puts two electrons per cell in p-sigma. A cation with an empty s shell adds none, and one with a filled s shell adds two. For the parameters above, the highest filled state is as follows.

\begin{center}
\begin{tabular}{llll}
s level & electrons per cell & energy (eV) & $k$\\
above p & 2 & $0.000$ & $0$\\
above p & 4 & $6.472$ & $\pi/a$\\
below p & 2 & $-4.000$ & $0$\\
below p & 4 & $2.472$ & $\pi/a$
\end{tabular}
\end{center}

The first and last rows are the two chemical situations of interest. The third row shows what happens when the s level is lowered through p without adding electrons. The maximum stays at $k=0$ and changes from pure p to pure s. On the way the gap at $k=0$, which equals $D$, closes at $E_s=E_p$ and opens again.

The precise statement is this. Going from an \emph{empty} s level above p to a \emph{filled} s level below p moves the valence maximum of the sigma chain from $k=0$, at energy $E_p$, to $k=\pi/a$, at energy $(E_s+E_p)/2+R$. In this two-orbital chain the shift needs the extra pair of electrons, which is the lone pair of the cation.

In the first situation the empty band has its minimum at $k=0$, at $E_s$, so the gap is direct and equals $D=4$ eV. In the second, both bands are full and the model has no conduction band. One is supplied in the second half.

\subsection{The same result as level repulsion}

The oxygen-like band can be followed through the change. For $E\ne E_s$, divide (\ref{eq:sec}) by $E-E_s$:
\begin{equation}
E=E_p+\frac{4t^2u}{E-E_s}.
\label{eq:repel}
\end{equation}
An s level above the band makes the denominator negative and pushes the band down. An s level below makes it positive and pushes the band up. In both cases the push is absent at $k=0$ and strongest at $\pi/a$. The point that moves most is thus the bottom of the oxygen-like band in the first case and its top in the second.

The two shapes are related in a simple way. For s above p the mean energy is $E_p+D/2$ and the oxygen-like band is $E_-$. For s below p the mean is $E_p-D/2$ and the oxygen-like band is $E_+$. Hence
\begin{equation}
E-E_p=\mp\left(\sqrt{\frac{D^2}{4}+4t^2u}-\frac D2\right),
\label{eq:mirror}
\end{equation}
with the upper sign for s above p. At equal $D$ and $t$ the two bands are mirror images about $E_p$. Both have width $R-D/2=2.472$ eV.

If $4t^2u$ is much smaller than $D^2/4$, the square root may be expanded and the shift becomes $\mp4t^2u/D$. At the zone boundary this would give $4$ eV here, well above the true $2.472$ eV, so the example lies outside the weak-coupling regime.

\subsection{What the edge states are made of}

At $k=0$ we have $V_k=0$, so the top of the band in the empty-s case is pure oxygen p.

At $k=\pi/a$ in the filled-s case, (\ref{eq:cs}) gives $|c_s|^2/|c_p|^2=4t^2/(E-E_s)^2$. By (\ref{eq:sec}) with $u=1$, $4t^2=(E-E_s)(E-E_p)$, and the ratio becomes $(E-E_p)/(E-E_s)$. With $|c_s|^2+|c_p|^2=1$ this means
\begin{equation}
|c_s|^2=\frac{E-E_p}{(E-E_p)+(E-E_s)} .
\end{equation}
At the upper edge $E-E_p=R-D/2$ and $E-E_s=R+D/2$. The denominator is $2R$, and
\begin{equation}
|c_s|^2=\frac12\left(1-\frac{D}{2R}\right).
\end{equation}
For the example, $D/2R=2/4.472=0.447$ and the s weight is $0.276$.

This state is antibonding. The amplitude on $s_0$ is proportional to $c_s$ and that on $p_0$ to $e^{i\pi/2}c_p=ic_p$. Since $c_s=2it\,c_p/(E-E_s)$, their ratio is $2t/(E-E_s)>0$. Equal signs across a bond with positive hopping element raise the energy.

\subsection{Hole masses}

Near a maximum at $k_0$ we write $E=E_{\max}-\hbar^2q^2/2m_h$ with $q=k-k_0$.

For the empty-s case $k_0=0$ and $u\simeq q^2a^2/4$, so $4t^2u\simeq t^2a^2q^2$. With $\sqrt{D^2/4+x}\simeq D/2+x/D$,
\begin{equation}
E_-\simeq E_p-\frac{t^2a^2q^2}{D},\qquad m_h=\frac{\hbar^2D}{2t^2a^2}.
\label{eq:m1}
\end{equation}
For the filled-s case $k_0=\pi/a$ and $u=\cos^2(qa/2)\simeq1-q^2a^2/4$. The root is $\sqrt{R^2-t^2a^2q^2}\simeq R-t^2a^2q^2/2R$, and
\begin{equation}
m_h=\frac{\hbar^2R}{t^2a^2}.
\label{eq:m2}
\end{equation}

Take $a=0.42$ nm, so that $t^2a^2=0.7056$ eV$^2$\,nm$^2$, and use $\hbar^2/m_e=0.07620$ eV\,nm$^2$. Then
\begin{align}
\text{empty s:}\quad \frac{m_h}{m_e}&=\frac{0.07620\times4}{2\times0.7056}=0.216,\\
\text{filled s:}\quad \frac{m_h}{m_e}&=\frac{0.07620\times4.472}{0.7056}=0.483 .
\end{align}
The ratio is $2R/D=2.236$. In this two-orbital chain, at equal $D$ and $t$, the sigma hole is heavier in the filled-s case, since $R>D/2$. The reason is the slope in $u$ found above, which is inversely proportional to the square root. The root is $D/2$ at the centre and $R$ at the boundary, while $u$ departs from its end value by $q^2a^2/4$ in both cases. This order of the masses belongs to the two-orbital chain. The cation p orbital, added in the second half, reverses it for the parameters used there. The second half also examines the position of the sigma edge relative to the other oxygen states.

For these two-orbital bands the parabolic form is adequate at room temperature. At the $q$ where the parabola has dropped by $k_BT=0.0259$ eV (300 K), the true drop is smaller by $0.85\%$ in the empty-s case and by $0.19\%$ in the filled-s case.

\section{Second half: what else acts on the band edge}

\subsection{Symbols and results carried over}

The chain has period $a$, cation s level $E_s$, oxygen p-sigma level $E_p$, separation $D=|E_s-E_p|$ and hopping $\pm t$ on the two sides of each oxygen. The variable $u=\sin^2(ka/2)$ runs from $0$ at the zone centre to $1$ at the boundary. The s--p coupling is $V_k=2it\sin(ka/2)$, and $R=\sqrt{D^2/4+4t^2}$.

With s empty above p, the sigma band has its top at $k=0$, at $E_p$. With s filled below p, it has its top at $k=\pi/a$, at $(E_s+E_p)/2+R$. The example uses $a=0.42$ nm, $t=2$ eV, $E_p=0$ and $E_s=\pm4$ eV, and its two edges are at $0$ and $2.472$ eV.

We now add, in turn, hopping between oxygens, the cation p orbitals, the oxygen pi orbitals and orbital overlap.

\subsection{Hopping between oxygens}

Two neighbouring oxygen p-sigma orbitals point the same way. The positive lobe of one faces the negative lobe of the next, the overlap is negative at this distance, and the hopping element is $+\tau$ with $\tau>0$. Each oxygen has two such neighbours, at $\pm a$, so its level becomes
\begin{equation}
E_p+\tau e^{ika}+\tau e^{-ika}=E_p+2\tau\cos ka=E_p+2\tau(1-2u),
\end{equation}
where $\cos ka=1-2\sin^2(ka/2)$ was used. This term is highest at $k=0$. It supports the zone-centre maximum of the empty-s case and opposes the boundary maximum of the filled-s case.

How much can the filled-s case bear? The secular equation is now
\begin{equation}
(E-E_s)(E-E_p-2\tau+4\tau u)=4t^2u .
\end{equation}
Moving the term with $4\tau u$ to the right gives
\begin{equation}
(E-E_s)(E-E_p-2\tau)=4u\,[\,t^2-\tau(E-E_s)\,].
\label{eq:tau}
\end{equation}
At $u=0$ the upper root is $X=E_p+2\tau$. To compare it with the upper root at $u=1$, define
\begin{equation}
f(E)=(E-E_s)(E-E_p+2\tau)-4t^2,
\end{equation}
whose zeros are the two energies at the boundary. This parabola opens upward. Since $f(E_s)=-4t^2<0$, $E_s$ lies between the zeros. The energy $X$ is above $E_s$, hence above the lower zero. It lies below the upper zero if and only if $f(X)<0$. With $X-E_s=D+2\tau$ and $X-E_p+2\tau=4\tau$, this reads
\begin{equation}
\tau(D+2\tau)<t^2 .
\label{eq:taucond}
\end{equation}
When (\ref{eq:taucond}) holds, the boundary is higher than the centre. That no interior point is higher still follows from the general argument below.

At equality the bracket in (\ref{eq:tau}) vanishes at $E=X$. Then $E=X$ solves the equation for every $u$, and the upper band is flat. The limiting value solves $2\tau^2+D\tau-t^2=0$:
\begin{equation}
\tau_{\lim}=\frac{-D+\sqrt{D^2+8t^2}}{4}=\frac{-4+\sqrt{48}}{4}=0.732\ \text{eV}.
\end{equation}
The example takes $\tau=0.1$ eV, well below this limit.

In the two-orbital chain, going from an empty s level above p to a filled one below it moves the sigma valence maximum from the zone centre to the zone boundary, and with oxygen–oxygen hopping the boundary stays above the centre in the filled-s example. It remains to show that no interior point is higher, to add the cation p orbitals, the oxygen pi states and orbital overlap, and to compare the chain with the tin oxides.

Numbers in the example were calculated in double precision.
